Covalent coupling of sp3 and sp2 hybrids from Harrison's parameters

**Problem**

Two like atoms are a distance d apart. Each carries one hybrid orbital pointing straight at the other atom. The hybrid contains s and p character in the ratio 1 : λ by weight, with λ = 3 for sp3 and λ = 2 for sp2. In Harrison's universal tight-binding scheme, every matrix element between s and p orbitals on neighbouring atoms has the form

V = η ħ²/(m d²),

where η is a dimensionless number that depends on the type of orbital pair. Two parameter sets are given:

older set: η_ssσ = −1.40, η_spσ = 1.84, η_ppσ = 3.24

newer set: η_ssσ = −1.32, η_spσ = 1.42, η_ppσ = 2.22

(a) Find the coefficient k in V₂ = k ħ²/(m d²), where V₂ is the matrix element between the two facing hybrids, for sp3 with both sets and for sp2 with the newer set.

(b) Evaluate V₂ and the bonding–antibonding splitting for a model bond of d = 4 bohr.

(c) Decide which of the two hybrids couples more strongly, and whether the answer depends on the parameter set.

In Hartree atomic units ħ²/m = 1, so V = η/d² is in hartree when d is in bohr. The orbitals are real, and overlap between the atoms is neglected.

**First estimate by scaling**

The only energy that can be formed from ħ, m and d is ħ²/(m d²). At d = 4 bohr it is 1/16 = 0.0625 hartree. What remains is a pure number.

A normalized hybrid has s amplitude 1/√(1+λ) and p amplitude √λ/√(1+λ). Let the positive lobe of each hybrid face the other atom. The s and p parts then have the same sign in the bond region, and one expects all four products (s with s, s with p, p with s, p with p) to lower the energy. As a crude step, give all of them the same strength η̄, the mean of the three magnitudes |η|. The amplitudes then add before they are multiplied:

k_est = −η̄ (1 + √λ)²/(1 + λ).

The geometric factor is 1.87 for sp3 and 1.94 for sp2. The mean strength is η̄ = 6.48/3 = 2.16 for the older set and 4.96/3 = 1.65 for the newer one. Hence

older set, sp3: k_est ≈ −4.0

newer set, sp3: k_est ≈ −3.1

newer set, sp2: k_est ≈ −3.2

The hybrid coupling is thus nearly twice a typical single element, because the contributions add coherently. The estimate also suggests that sp2 couples more strongly than sp3 whatever the set, since η̄ is common to both.

**Exact solution within the model**

*The hybrids.* A hybrid along the unit vector u is

h = (s + √λ p_u)/√(1+λ),

where p_u is the p orbital whose positive lobe points along u. Two such hybrids on one atom, with an angle θ between them, have the scalar product

⟨h|h′⟩ = (1 + λ cosθ)/(1+λ),

because ⟨s|s⟩ = 1, ⟨s|p⟩ = 0 and ⟨p_u|p_u′⟩ = cosθ. Orthogonality requires cosθ = −1/λ. This gives 109.47° for sp3 and 120° for sp2, the tetrahedral and trigonal angles.

*The facing pair.* Let z run from atom 1 to atom 2. Hybrid 1 points along +z and hybrid 2 along −z:

h₁ = (s₁ + √λ p₁z)/√(1+λ)

h₂ = (s₂ − √λ p₂z)/√(1+λ)

The minus sign appears because both p orbitals are referred to the same axis, which is also the convention of the tabulated parameters.

*The four elements.* By definition,

⟨s₁|H|s₂⟩ = V_ssσ, ⟨s₁|H|p₂z⟩ = V_spσ, ⟨p₁z|H|p₂z⟩ = V_ppσ.

The fourth follows from symmetry. Reflection in the plane halfway between the atoms leaves H unchanged, exchanges s₁ and s₂, and turns p₁z into −p₂z. Therefore

⟨p₁z|H|s₂⟩ = −⟨p₂z|H|s₁⟩ = −⟨s₁|H|p₂z⟩ = −V_spσ,

where the middle step uses real orbitals and a Hermitian H.

The signs of the parameters fit this convention. Two s orbitals meet with equal signs, and V_ssσ is negative. The positive lobe of p₂z points away from atom 1, so s₁ meets a negative lobe and V_spσ is positive. Two p orbitals along the same axis also meet with opposite signs, and V_ppσ is positive. This lobe argument is a guide rather than a proof. It was tested at d = 4 bohr with one-electron integrals for carbon valence shells in the field of two bare nuclei, and all three signs came out as stated. This test is weak, because the nuclei are unscreened and the orbitals overlap. The signs of such integrals largely follow the overlap (after symmetric orthogonalization the bare ss element changes sign), and their sizes are not comparable with η/d². With a screened potential (local-density, superposed atomic densities, same minimal basis) and orthogonalized orbitals, the three elements are about −0.06, +0.08 and +0.10 hartree. These have the stated signs and are of the size of the newer set's −0.08, +0.09 and +0.14.

*The expansion.* Multiplying out ⟨h₁|H|h₂⟩ gives

V₂ = [⟨s₁|H|s₂⟩ − √λ⟨s₁|H|p₂z⟩ + √λ⟨p₁z|H|s₂⟩ − λ⟨p₁z|H|p₂z⟩]/(1+λ)

= [V_ssσ − √λ V_spσ − √λ V_spσ − λ V_ppσ]/(1+λ).

Dividing by ħ²/(m d²) yields

k = (η_ssσ − 2√λ η_spσ − λ η_ppσ)/(1+λ).

All three terms are negative, as the estimate assumed. The π parameter is absent because neither hybrid has a p component perpendicular to the bond. If the hybrids were tilted away from the bond line, it could enter.

Two limits check the signs of the ss and pp terms. They say nothing about the sp term, which vanishes in both; its sign rests on the symmetry argument above. For λ → 0 the hybrids become s orbitals and k → η_ssσ. For λ → ∞ they become p orbitals with positive lobes facing each other, and k → −η_ppσ.

*(a) The coefficients.* For sp3, √λ = √3 and 1 + λ = 4. The older set gives

k = (−1.40 − 2√3 × 1.84 − 3 × 3.24)/4
= −0.350 − 1.593 − 2.430 = −4.37,

and the newer set gives

k = (−1.32 − 2√3 × 1.42 − 3 × 2.22)/4
= −0.330 − 1.230 − 1.665 = −3.22.

For sp2, √λ = √2 and 1 + λ = 3. The newer set gives

k = (−1.32 − 2√2 × 1.42 − 2 × 2.22)/3
= −0.440 − 1.339 − 1.480 = −3.26.

Going from the older to the newer set weakens the sp3 coefficient by 1.15. Of this, 0.77 comes from the pp term, 0.36 from the sp term and 0.02 from the ss term.

*(b) The model bond.* With d² = 16 bohr²:

older set, sp3: V₂ = −4.3735/16 = −0.273 hartree (−7.44 eV)

newer set, sp3: V₂ = −3.2248/16 = −0.202 hartree (−5.48 eV)

newer set, sp2: V₂ = −3.2588/16 = −0.204 hartree (−5.54 eV)

If both hybrids have energy ε, the levels E of the isolated bond satisfy

(ε − E)² − V₂² = 0, so E = ε ± |V₂|.

The combination (h₁ + h₂)/√2 has energy ε + V₂. It is the bonding level, since V₂ < 0. The splitting 2|V₂| is 0.547, 0.403 and 0.407 hartree in the three cases. The magnitude |V₂| is called the covalent energy.

*(c) Which hybrid couples more strongly.* Let w = 1/(1+λ) be the s weight, and write √w = cosφ and √(1−w) = sinφ, with φ between 0 and 90°. Then

k = η_ssσ cos²φ − 2η_spσ sinφ cosφ − η_ppσ sin²φ.

The double-angle formulas turn this into

k = C + A cos2φ − η_spσ sin2φ,

C = (η_ssσ − η_ppσ)/2, A = (η_ssσ + η_ppσ)/2.

With R = √(A² + η_spσ²), the last two terms are smallest when cos2φ₀ = −A/R and sin2φ₀ = η_spσ/R, where their sum is −R. In terms of φ₀,

k = C − R cos2(φ − φ₀) = (C − R) + 2R sin²(φ − φ₀).

The strongest coupling is k = C − R, and it occurs at the s weight w₀ = cos²φ₀ = (1 − A/R)/2.

For the newer set, A = 0.45 and R = 1.49, so w₀ = 0.349 and the strongest k is −3.260. The sp2 value w = 1/3 lies closer to this optimum than the sp3 value w = 1/4, and sp2 couples more strongly, by 0.034 in k.

For the older set, A = 0.92 and R = 2.06, so w₀ = 0.276 and the strongest k is −4.377. Now sp3 lies closer. Its −4.373 is slightly stronger than the −4.361 of sp2, a difference of 0.012. At equal bond length the order therefore depends on the parameter set. Real sp2 and sp3 bonds differ in length, and this matters far more. A change of 0.14 % (older set) or 0.5 % (newer set) in one bond length erases the difference, while the carbon lengths of about 1.42 Å (sp2, graphite) and 1.54 Å (sp3, diamond) change 1/d² by about 18 %. For those bonds V₂ is stronger for sp2 with either set.

The differences are small because k departs from its optimum only as the square of φ − φ₀, and both hybrids lie near φ₀.

**Comparison of the estimate and the solution**

The scaling with d is the same in both, since the estimate took over the universal form. For the newer set the estimated coefficients are too weak by about 4 % for sp3 and 1 % for sp2, relative to the solution. For the older set the sp3 estimate is too weak by about 8 %.

The error can be traced term by term. Subtracting the estimate from the solution gives

|k| − |k_est| = [(|η_ssσ| − η̄) + 2√λ(η_spσ − η̄) + λ(η_ppσ − η̄)]/(1+λ).

For sp3 with the newer set the three terms are −0.083, −0.202 and +0.425, with sum +0.140. The weights of the three parameters are 1/4, √3/2 and 3/4, with total 1.87. The largest parameter, η_ppσ, thus has a share of 0.75/1.87 ≈ 40 % and the smallest, |η_ssσ|, only 0.25/1.87 ≈ 13 %, whereas the plain mean gives each one third. In the older set η_ppσ exceeds the mean by 1.08 instead of 0.57, which raises the pp term from 0.425 to 0.81. The ss and sp terms offset part of this, and the total error grows from 0.14 to 0.34.

The estimate fails on the question of order. With equal strengths, sp2 beats sp3 in either set, because (1 + √λ)²/(1+λ) falls as λ grows beyond 1. In the older set the large η_ppσ favours more p character and reverses the order. A difference of about one per cent or less is beyond an argument that replaces three parameters by their mean.

**How far the numbers can be trusted**

The parameters are given to two decimals, so each may be off by up to 0.005 from rounding alone. In the newer set this can shift k by at most 0.009 for sp3 and 0.010 for sp2, so the second decimal of k may change by one unit. The sp3–sp2 difference is more secure: the shifts largely cancel, and it moves by at most 0.0012 in either set. Input rounding therefore cannot reverse either order. These figures do not measure the error of the model, which may well exceed the difference between the two hybrids.

Three conditions limit the use of V₂. First, atomic orbitals decay exponentially far from the nucleus, so the 1/d² form cannot hold at large separation; it is meant for distances near normal bond lengths. Second, a coefficient belongs to its parameter set and should not be combined with elements from the other. Third, the levels ε ± |V₂| describe an isolated bond between orthogonal orbitals. The neglected overlap is not small: for facing sp3 hybrids of carbon in a minimal basis it is about 0.6 at 2.9 bohr and 0.3 at 4 bohr, so ε and V₂ must be read as effective values for orthogonalized hybrids. Two orthogonal hybrids on the same atom are still coupled, by

⟨h|H|h′⟩ = (ε_s + λ cosθ ε_p)/(1+λ) = (ε_s − ε_p)/(1+λ),

where ε_s and ε_p are the atomic level energies and cosθ = −1/λ was used. This coupling links neighbouring bonds, and in a solid it helps to spread the bond levels into bands.

The hybrid formula was also tested against directly computed integrals for tetrahedral and trigonal bond directions; sample values appear in the numerical output below.

Computed values

```
Input coefficients ss, sp, pp (dimensionless)
  older set: -1.40 1.84 3.24
  newer set: -1.32 1.42 2.22
sp3 angle between hybrids: 109.47 degrees
sp2 angle between hybrids: 120.00 degrees
Contributions from ss, sp, pp and total k (dimensionless)
  older sp3: -0.3500 -1.5935 -2.4300 total -4.3735
  older sp2: -0.4667 -1.7348 -2.1600 total -4.3614
  newer sp3: -0.3300 -1.2298 -1.6650 total -3.2248
  newer sp2: -0.4400 -1.3388 -1.4800 total -3.2588
older set, strongest k: -4.3772, s weight 0.2764
newer set, strongest k: -3.2596, s weight 0.3490
newer sp3, largest input-rounding shift of k: 0.0093
newer sp2, largest input-rounding shift of k: 0.0097
older set, k(sp3)-k(sp2): -0.0121, largest rounding shift 0.0012
newer set, k(sp3)-k(sp2): 0.0340, largest rounding shift 0.0012
Model bond length: 4.0 bohr
  older sp3 V2: -0.2733 hartree = -7.438 eV
  older sp3 level splitting: 0.5467 hartree
  newer sp3 V2: -0.2015 hartree = -5.484 eV
  newer sp3 level splitting: 0.4031 hartree
  newer sp2 V2: -0.2037 hartree = -5.542 eV
  newer sp2 level splitting: 0.4073 hartree
Integral test at the same distance (hartree)
  ss, sp, pp sigma and pp pi: -0.6774 0.9030 1.0479 -0.2573
  sp3 tilted bond: direct -1.737232, formula -1.737232
  sp2 tilted bond: direct -1.775692, formula -1.775692
```
